# Why clustered dielectric seeds need islands larger by about √m

## The situation

An oxide is to be grown by atomic layer deposition on a two-dimensional channel such as MoS2. The flat face of the sulfide offers few sites where the precursor binds, so growth starts at scattered seeds. Each seed becomes an island that spreads sideways, and the film is closed when the islands have covered nearly all the surface between them.

Suppose two samples have the same number of seeds per unit area. In the first the seeds are scattered singly. In the second they sit in tight groups of four, and the groups are scattered. The second sample needs islands almost twice as large before it is equally well covered. The question is where this factor comes from, and what changes it.

Throughout the comparison these quantities are held fixed: the total seed density \(n\), the allowed uncovered fraction \(u\), and the growth law. All islands start together and have the same lateral radius \(R\), measured from the seed. "Scattered" means placed independently and uniformly on a large area. Late seeds and random group sizes are added further on, one at a time. The problem contains lengths and areas but no physical constants.

The example uses \(n=10^{12}\ \mathrm{cm^{-2}}=0.01\ \mathrm{nm^{-2}}\), \(u=0.001\) and groups of \(m=4\).

## Single seeds: the reference radius

A surface point is bare if no seed lies within a distance \(R\) of it. Let \(N=nA\) seeds be scattered on a large area \(A\). One seed falls within \(R\) of the chosen point with probability \(\pi R^2/A\). The seeds are independent, so all of them miss with probability

\[
\left(1-\frac{\pi R^2}{A}\right)^{nA}\;\longrightarrow\; e^{-n\pi R^2}\qquad (A\to\infty).
\]

This is the bare fraction. Setting it equal to \(u\) and taking the logarithm gives

\[
n\pi R_1^2=\ln\frac1u,\qquad R_1=\sqrt{\frac{\ln(1/u)}{\pi n}} .
\]

For the example, \(\ln 1000=6.908\), and \(R_1=\sqrt{6.908/(0.01\,\pi)}=14.83\) nm.

The left side \(n\pi R^2\) is the total island area per unit surface, with overlaps counted repeatedly. It must reach about 7, because random islands often fall on ground that is already covered.

## Grouping: the main contribution

Now let the groups, not the seeds, be independent. Their density is \(n/m\). One group covers the union of its \(m\) discs, whose mean area is called \(A_m(R)\). A group placed at random covers a chosen point with probability \(A_m/A\): the group centres that achieve this fill a region which is the union turned through 180 degrees, and so has the same area. There are \(nA/m\) independent groups, and the same limit as before gives

\[
u=\exp\!\left[-\frac nm A_m(R)\right].
\]

All the effect of grouping is in \(A_m\). If the seeds of a group are very close together compared with \(R\), their discs nearly coincide, and \(A_m\to\pi R^2\). Then

\[
\frac nm\,\pi R_m^2=\ln\frac1u=n\pi R_1^2
\quad\Longrightarrow\quad R_m=\sqrt m\,R_1 .
\]

The reason for the factor is now visible. The \(m\) seeds of a compact group cover the same ground and do the work of one seed. The number of effective islands falls by \(m\), so each must have \(m\) times the area, and area grows as the square of the radius. For \(m=4\) the point-like groups need 29.66 nm.

**What happens if growth stops too early.** At the radius \(R_1\) that suffices for single seeds, the exponent for point-like groups is smaller by a factor \(m\), so the bare fraction is

\[
e^{-n\pi R_1^2/m}=u^{1/m}.
\]

For the example this is \(0.001^{1/4}=0.178\). A factor of two in radius thus corresponds to a factor of 178 in bare area, because the radius enters through an exponential.

**A scaling view.** The factor does not require random positions. The bare fraction is a pure number. For point-like groups whose centres form a given kind of pattern with density \(n_c\), it can depend only on the dimensionless product \(R\sqrt{n_c}\). Fixing \(u\) therefore fixes \(R\sqrt{n_c}\). Reducing \(n_c\) from \(n\) to \(n/m\) stretches the pattern by \(\sqrt m\), and the islands must be stretched with it.

A square lattice shows this. Single seeds on a lattice of the same density need 6.91 nm to leave 0.001 bare. Groups of four on a lattice with twice the spacing, with a small internal spread of 0.1 nm, need 13.74 nm in a simulation. The ratio is 1.99.

The same example shows what goes wrong if the two patterns differ in kind. Random single seeds need \(14.828/6.914=2.145\) times the radius of lattice seeds, since random positions leave large gaps. If random groups are compared with a lattice of single seeds, this penalty multiplies the grouping penalty. The total for the groups of finite size treated next is 4.07, and it should not be attributed to grouping alone.

## Finite group size: the first reduction

Real groups are not points. Let each seed be displaced from its group centre by a vector \(\mathbf d_j\), whose two components are independent Gaussian numbers with mean zero and standard deviation \(s\). The example takes \(s=1.5\) nm.

For \(s\ll R\) the group centre lies inside all the discs, apart from very rare large displacements. The union can then be described by the distance \(\rho\) from the group centre to its edge in each direction. Choose a direction, and let \(a_j\) and \(b_j\) be the components of \(\mathbf d_j\) along and across it. The edge of disc \(j\) lies where \((\rho_j-a_j)^2+b_j^2=R^2\). Taking the outer solution,

\[
\rho_j=a_j+\sqrt{R^2-b_j^2}=R+a_j-\frac{b_j^2}{2R}+\dots
\]

The edge of the union belongs to the disc that reaches farthest:

\[
\rho=R+\max_j a_j+O(s^2/R).
\]

The area is the integral of \(\tfrac12\rho^2\) over the angle \(\varphi\). Squaring \(\rho\) gives \(\tfrac12\rho^2=\tfrac12R^2+R\max_j a_j+O(s^2)\), so

\[
A_m=\pi R^2+R\int_0^{2\pi}\Big\langle\max_j a_j\Big\rangle d\varphi+O(s^2)
=\pi R^2+2\pi R\,s\,e_m+O(s^2).
\]

Here \(e_m\) is the mean of the largest of \(m\) independent standard normal numbers. It is the same for every direction because the displacements have no preferred direction. All \(m\) numbers are below \(x\) with probability \(\Phi(x)^m\), where \(\Phi\) is the cumulative normal distribution and \(\phi=\Phi'\) its density. Differentiating gives the distribution of the largest, and hence

\[
e_m=\int_{-\infty}^{\infty}x\,m\,\phi(x)\,\Phi(x)^{m-1}dx,\qquad e_4=1.029 .
\]

To find the radius, insert \(A_m\) into \((n/m)A_m=n\pi R_1^2\) and divide by \(n\pi/m\):

\[
R_m^2+2R_m s e_m=mR_1^2+O(s^2).
\]

Adding \(s^2e_m^2\) to both sides completes the square on the left and changes the right side only at the order already neglected. Therefore

\[
R_m=\sqrt m\,R_1-s\,e_m+O(s^2/R_m),\qquad
\frac{R_m}{R_1}\simeq\sqrt m-\frac{s\,e_m}{R_1}.
\]

The sign is negative because in every direction some seed has a head start of \(s e_m\) on average, and the islands need to grow that much less. For the example, \(29.66-1.5\times1.029\approx28.1\) nm, and the ratio falls from 2 to 1.90.

The full integral of the next section gives 28.13 nm. The first-order radius is too small by 0.0203 nm, and by 0.0049 nm when \(s\) is halved. This drop by a factor of about four is what an error proportional to \(s^2\) should show.

**The role of a small bare fraction.** For point-like groups the factor \(\sqrt m\) holds at every \(u\). A small \(u\) matters only through the correction \(s e_m/R_1\), since \(R_1\) grows as \(\sqrt{\ln(1/u)}\) and larger islands make the same group look more compact. The effect is slow: the ratio is 1.82 at \(u=0.1\), 1.87 at 0.01 and 1.90 at 0.001.

## Any group size: from full penalty to none

The mean area can be found without assuming \(s\ll R\). Take a point at distance \(r\) from a group centre, and let \(q(r)\) be the probability that a given seed of the group lies within \(R\) of it. This is the Gaussian displacement density integrated over a disc of radius \(R\) around the point. All \(m\) seeds miss with probability \((1-q)^m\). The mean covered area is the integral of the probability of being covered:

\[
A_m(R)=\int_0^\infty 2\pi r\,\Big[1-\big(1-q(r)\big)^m\Big]dr .
\]

The union is at least as large as one disc and at most as large as \(m\) separate discs, so \(\pi R^2\le A_m\le m\pi R^2\). The required radius satisfies \(A_m(R_m)=m\pi R_1^2\). Combining the two statements gives

\[
R_1\le R_m\le\sqrt m\,R_1 .
\]

For randomly placed groups of fixed size \(m\), then, \(\sqrt m\) is the largest possible penalty relative to random single seeds.

The lower end is approached when \(s\gg R\). The displacement density is nowhere larger than \(1/(2\pi s^2)\), so \(q\le R^2/(2s^2)\), which is small. Then \(1-(1-q)^m\simeq mq\). The integral of \(q\) over the plane is \(\pi R^2\), because each possible seed position contributes a full disc of points. Hence \(A_m\to m\pi R^2\) and \(R_m\to R_1\). The groups have spread so far that the discs of one group rarely overlap.

For \(m=4\) and \(u=0.001\) the full integral gives:

| Spread \(s\) (nm) | \(R_4/R_1\) |
|---|---|
| 0.5 | 1.965 |
| 1.5 | 1.897 |
| 5 | 1.670 |
| 15 | 1.201 |
| 50 | 1.017 |

At 5 nm the first-order formula still gives \(2-5\times1.029/14.83=1.65\), close to the full value. At 15 nm the spread nearly equals the single-seed radius, and most of the penalty has gone.

The formula was compared with a direct simulation for \(s=1.5\) nm. Seeds were scattered in periodic squares, and the distance from many random points to the nearest seed was recorded. The radius that leaves 0.001 of the points bare is the 99.9th percentile of this distance. For \(m=2\), 4 and 8 the simulation gave 20.35, 27.96 and 39.64 nm, against 20.14, 28.13 and 39.82 nm from the formula. The differences are about 1 percent or less.

The overlap can also be read directly. At \(R=14.83\) nm, four separate islands would cover 2763 nm², but a group of four with \(s=1.5\) nm covers 838 nm². The bare fraction at that radius is \(\exp(-0.0025\times838)=0.123\), and the simulation gives 0.124. This is less than the 0.178 of point-like groups, because the finite spread recovers some area.

## Random group occupancy: a small increase

Suppose the number of seeds in a group is itself random, with a Poisson distribution of mean \(m\). The total seed density is still \(n\), but a fraction \(e^{-m}\) of the group sites is empty and covers nothing. In the point-like limit the density of working groups is \((n/m)(1-e^{-m})\), and

\[
\frac{R_m}{R_1}=\sqrt{\frac{m}{1-e^{-m}}} .
\]

For \(m=4\) this is 2.019 instead of 2. It can exceed \(\sqrt m\) because the occupied groups hold more than \(m\) seeds on average.

For finite spread, the probability that all seeds of a group miss a point is the Poisson average of \((1-q)^k\) over the occupancy \(k\):

\[
\sum_{k=0}^\infty e^{-m}\frac{m^k}{k!}(1-q)^k=e^{-m}e^{m(1-q)}=e^{-mq}.
\]

This replaces \((1-q)^m\) in the area integral. The example then needs 28.54 nm (28.41 nm in the simulation), a ratio of 1.92. Random occupancy therefore matters less here than the spread.

## Late seeds: the second reduction

The model so far lets all islands start together. Suppose instead that bare surface keeps producing new single seeds, at a rate \(J\) per unit area and per unit of radius growth. A seed born when the first islands have radius \(h\) has radius \(R-h\) at the end. The mean number of late seeds that cover a given point is

\[
\int_0^R J\,\pi(R-h)^2\,dh=\frac{\pi J R^3}{3}.
\]

This integral also counts births on ground that is already covered, where no seed can form. They do no harm. Such a fictitious island starts inside an older one, and since both edges advance at the same speed, it never gets outside. The condition for the radius becomes

\[
\frac nm A_m(R)+\frac{\pi J R^3}{3}=\ln\frac1u .
\]

The late term grows as \(R^3\), so it helps the sample that needs the larger radius more. Take \(J=10^{10}\ \mathrm{cm^{-2}}\) per nm of growth, which is 1 percent of the initial density per nanometre. Single seeds then need 14.48 nm instead of 14.83 nm, while groups need 24.58 nm instead of 28.13 nm. The ratio drops to 1.70. A simulation that rejects births on covered ground gives 24.33 nm for the groups.

The weights in the exponent show why. With \(J=10^{-4}\ \mathrm{nm^{-3}}\), the late term is 0.32 out of 6.91 for single seeds and 1.56 out of 6.91 for groups. In this comparison the initial density and the rate \(J\) are held fixed, not the final number of seeds. If late seeds dominated both samples, the initial grouping would no longer matter and the ratio would tend to 1.

## Thin rims: a condition on film height

A covered point may still be a weak spot. If islands are hemispheres, the film height at distance \(d\) from the nearest seed is \(\sqrt{R^2-d^2}\). It is below a thickness \(t\) when \(d>\sqrt{R^2-t^2}\). The fraction that is bare or thinner than \(t\) therefore follows from the coverage formula with \(R^2\) replaced by \(R^2-t^2\). For single seeds it is \(u\,e^{n\pi t^2}\).

With \(t=2\) nm, the fraction is 0.00113 for single seeds and 0.00103 for groups, compared with 0.00100 for bare surface alone. To bring this fraction back to 0.001, the radius must rise to \(\sqrt{R^2+t^2}\), which is 14.96 nm for single seeds and 28.20 nm for groups. The ratio changes by about 0.01.

These numbers concern the vertical height only, not the leakage current. If a gate metal fills the gaps between the islands, the shortest path from a channel point near a rim to the metal runs sideways. Where the rim faces a gap and no neighbouring island blocks the way, its length is about \(R-d\), which is less than the height, so tunnelling can affect a larger fraction of the surface. A radius larger by \(t\) is always enough, because every point covered before then lies at least \(t\) inside the hemisphere of its nearest seed. This gives upper limits of 16.83 nm for single seeds and 30.13 nm for groups, whose ratio is 1.79. The radii that actually keep 2 nm of oxide along every path, for all but 0.001 of the surface, lie closer to these limits than to the height-only values: about 16.2 and 29.7 nm, a ratio of about 1.84.

## Weighing the contributions for a real film

Taken one at a time, the contributions for this example are unequal. The loss of independent islands gives the factor 2. The spread of 1.5 nm lowers it by 0.10. From that value of 1.90, late seeds at the assumed rate lower it by a further 0.20, random occupancy raises it by 0.03, and the condition on vertical film height lowers it by about 0.01 (by about 0.06 if 2 nm is required along every path to the metal).

The growth of 0.1 nm per cycle is a typical order of magnitude for atomic layer deposition of oxides. The seed density is an assumed value, and real densities vary widely with defects, residues and surface treatment. The group size, its spread and the late-seed rate are also chosen values, not measured ones. If islands grow equally fast upwards and sideways, the model needs about 148 cycles for single seeds and 281 for groups, with peak thicknesses of about 15 and 28 nm. Both are thick for a gate dielectric, where a few nanometres are usually wanted. Neither film is free of pinholes. For small \(u\) and point-like random groups of density \(n_g\), the number of separate bare spots per unit area is close to \(n_g\,u\,[\ln(1/u)-1]\). At \(u=0.001\) this is about 59 per µm² for single seeds and about 15 per µm² for groups of four. Equal bare fraction is therefore not equal pinhole density. If the pinhole density is fixed instead, the point-like factor is below 2: 1.81 at 10 per µm² and 1.86 at 1 per µm². The model also leaves out seeds lined up along step edges and grain boundaries, which are common on real MoS2. Real growth may also break the assumption that all islands start together; late seeds at the rate assumed above move the grouped radius from 28 to about 25 nm.

The result can also be read at fixed radius. For point-like random groups and no late seeds, \((n/m)\pi R^2=\ln(1/u)\), so closing the film at the same \(R\) takes \(m\) times as many seeds as with single random seeding. Under these conditions a surface treatment that adds seeds close beside existing ones hardly lowers the radius needed for closure. A seed placed independently counts as a new group of its own, so such seeds lower the radius in proportion to \(1/\sqrt{n_g}\), where \(n_g\) is the new density of separate groups, single seeds included. The count of seeds alone does not predict closure; when the groups are placed at random, the density of separate groups, judged on the scale of \(R\), does better as long as the groups are compact. In the example it overestimates the radius by 5 percent at \(s=1.5\) nm and by 20 percent at 5 nm, and it is no better than the seed count once \(s\) reaches about 8 nm, roughly a third of the radius. The computed values are listed in the numerical output below.

## Calculated quantities

```
seed density: 1.0e+12 cm^-2
uncovered fraction allowed: 0.0010
seeds per group: 4
group spread per axis: 1.50 nm
radius, single seeds: 14.83 nm
radius, point-like groups: 29.66 nm
mean largest of 4 normal numbers: 1.0294
radius, first-order spread: 28.11 nm
radius, full integral: 28.13 nm
ratio, full integral: 1.897
cycles at 0.1 nm each, single: 148
cycles at 0.1 nm each, groups: 281
error of first-order radius: 0.0203 nm
same at half the spread: 0.0049 nm
m=1: radius simulated 14.76, formula 14.83 nm
m=1: ratio formula 1.000, sqrt(m) 1.000
m=2: radius simulated 20.35, formula 20.14 nm
m=2: ratio formula 1.358, sqrt(m) 1.414
m=4: radius simulated 27.96, formula 28.13 nm
m=4: ratio formula 1.897, sqrt(m) 2.000
m=8: radius simulated 39.64, formula 39.82 nm
m=8: ratio formula 2.686, sqrt(m) 2.828
bare if groups stop at single radius: 0.1230
same, simulated: 0.1239
same, point-like groups: 0.1778
group area at that radius: 838 nm^2
four separate islands: 2763 nm^2
ratio at spread 0.5 nm: 1.965
ratio at spread 5.0 nm: 1.670
ratio at spread 15.0 nm: 1.201
ratio at spread 50.0 nm: 1.017
ratio at uncovered fraction 0.1: 1.824
ratio at uncovered fraction 0.01: 1.875
ratio at uncovered fraction 0.001: 1.897
lattice of single seeds, radius: 6.91 nm
lattice of groups, spread 0.1 nm: 13.74 nm
ratio lattice to lattice: 1.987
ratio random groups to single lattice: 4.07
random group size, point-like ratio: 2.019
random group size, radius: 28.54 nm
same, simulated: 28.41 nm
random group size, ratio: 1.925
late seeds: 1.0e+10 cm^-2 per nm of growth
late seeds, single radius: 14.48 nm
late seeds, group radius: 24.58 nm
same, simulated: 24.33 nm
late seeds, ratio: 1.697
bare or under 2 nm, single: 0.00113
bare or under 2 nm, groups: 0.00103
```
